# Cell size, splitting parameter and grid errors in the Martyna–Tuckerman method, part 1

(Sections cited here and not found follow in the later parts.)

## 1. The decision

A plane-wave calculation is to be run on the ion Li₂⁺, and the Hartree energy wanted is that of the isolated ion. Two numbers have to be fixed before the run: the edge $L$ of the cell, and a parameter $\alpha$ (an inverse length) that the Martyna–Tuckerman (MT) method uses to build its Coulomb kernel. In the small-basis model of section 9, all but $10^{-3}$ of the valence charge lies within a width of 15.0 bohr along the bond. A 15 bohr cube holds the density; a 30 bohr cube has eight times the volume and eight times the grid points. In the calculation of section 9 the first choice leaves an error of 9.7 meV in the Hartree energy and the second 0.03 meV, while the ordinary periodic kernel in the 30 bohr cube is off by $-0.046$ hartree. (The two MT errors depend on the basis: a large basis gives 6.6 meV and less than 0.001 meV.) The choice rests on knowing what the MT kernel is in real space, which pairs of points it treats correctly, and how its errors depend on $L$, $\alpha$ and the grid spacing $h$.

Hartree atomic units are used: lengths in bohr, energies in hartree, and the Coulomb interaction of unit charges is $1/r$. The cell is orthorhombic and centred on the origin, $C=\{|x_i|\le L_i/2\}$, with volume $\Omega=L_1L_2L_3$, lattice vectors $\mathbf R=(k_1L_1,k_2L_2,k_3L_3)$ and reciprocal vectors $\mathbf G=2\pi(m_1/L_1,m_2/L_2,m_3/L_3)$, so that $e^{i\mathbf G\cdot\mathbf R}=1$. The program that tests the results and its output are printed after the text.

## 2. Simplest case: two point charges

A plane-wave code computes the Hartree energy by multiplying the Fourier coefficients of the density by a kernel $K(\mathbf G)$, real and even in $\mathbf G$. For a density $n(\mathbf r)$ of the isolated system (real, bounded, continuous, integrable) the cell holds the periodized density $n_{\rm per}(\mathbf r)=\sum_{\mathbf R}n(\mathbf r+\mathbf R)$. Its coefficients are

$$n_{\mathbf G}=\frac1\Omega\int_C n_{\rm per}\,e^{-i\mathbf G\cdot\mathbf r}d^3r=\frac1\Omega\int n(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}d^3r ,\tag{1}$$

where the second integral is over all space: the shift $\mathbf r\to\mathbf r-\mathbf R$ in each term leaves the phase unchanged and moves the domain to the cell at $\mathbf R$, and the shifted cells tile space. The energy and potential are

$$E[K]=\frac\Omega2\sum_{\mathbf G}|n_{\mathbf G}|^2K(\mathbf G),\qquad V(\mathbf r)=\sum_{\mathbf G}n_{\mathbf G}K(\mathbf G)e^{i\mathbf G\cdot\mathbf r}.\tag{2}$$

Define the function $w(\mathbf s)=\Omega^{-1}\sum_{\mathbf G}K(\mathbf G)e^{i\mathbf G\cdot\mathbf s}$. Inserting it in a double integral and using (1) twice,

$$\frac12\iint n(\mathbf r)n(\mathbf r')w(\mathbf r-\mathbf r')=\frac1{2\Omega}\sum_{\mathbf G}K(\mathbf G)\,(\Omega n_{\mathbf G}^*)(\Omega n_{\mathbf G})=E[K],\tag{3}$$

and in the same way $V(\mathbf r)=\int n(\mathbf r')\,w(\mathbf r-\mathbf r')\,d^3r'$. So every kernel is a pair interaction $w$, and $w$ is periodic whatever $K$ is. The Coulomb interaction is not periodic; it can be matched by $w$ over one cell's worth of separations and no more. The MT choice is $w(\mathbf s)=1/|\mathbf s|$ for $\mathbf s\in C$, continued periodically. With the minimum image $[\mathbf s]_i=s_i-L_i\,\mathrm{round}(s_i/L_i)$, which lies in $C$,

$$w(\mathbf s)=\frac1{|[\mathbf s]|},\qquad K(\mathbf G)=\bar\phi(\mathbf G)\equiv\int_C\frac{e^{-i\mathbf G\cdot\mathbf r}}{r}\,d^3r .\tag{4}$$

The function $1/r$ is square integrable over the cell ($\int r^2dr/r^2$ is finite), so its Fourier series converges in the mean square, which is enough for (3) when $n_{\rm per}$ is bounded, as it is for a bounded density with compact support or an exponentially decaying tail. The kernel is real and even because $C$ and $1/r$ are symmetric under $\mathbf r\to-\mathbf r$.

Take two point charges $q_1,q_2$ a distance $d$ apart along $x$ and look only at their mutual energy, $q_1q_2w(d,0,0)$. For $d\le L/2$ the rounding gives zero and the energy is $q_1q_2/d$. For $L/2<d<L$ the rounding gives one, $[\mathbf s]=(d-L,0,0)$, and the energy is $q_1q_2/(L-d)$: charge 1 no longer sees charge 2, and sees instead the image of charge 2 on the other side. The system has extent $D=d$ and fits in the cell as soon as $L>D$, but it is treated correctly only when $L\ge2D$. The factor two arises because separations have two signs: a system of width $D$ has separations from $-D$ to $+D$, a range of $2D$, and the cell must hold that range.

Limit check. For $L\to\infty$ at fixed $d$ the interaction is $1/d$, and it reaches this value at $L=2d$ exactly and stays there; there is no tail in $1/L$. At $d=L/2$ the two expressions agree, so $w$ is continuous across the cell face, while its slope changes sign there. That kink governs sections 5 and 7.

## 3. Any density: the error as an integral over separations

Let

$$A(\mathbf s)=\int n(\mathbf r)\,n(\mathbf r+\mathbf s)\,d^3r$$

be the autocorrelation, the weight with which separation $\mathbf s$ occurs. It is even in $\mathbf s$ (shift $\mathbf r\to\mathbf r-\mathbf s$), and $\int A\,d^3s=Q^2$ with $Q$ the total charge. Changing variables from $\mathbf r'$ to $\mathbf s=\mathbf r'-\mathbf r$ in the double integral, the isolated energy and the MT energy (3) become

$$E=\frac12\int\frac{A(\mathbf s)}{|\mathbf s|}d^3s,\qquad E_{\rm MT}=\frac12\int\frac{A(\mathbf s)}{|[\mathbf s]|}d^3s,$$

$$\Delta E=E_{\rm MT}-E=\frac12\int A(\mathbf s)\left(\frac1{|[\mathbf s]|}-\frac1{|\mathbf s|}\right)d^3s .\tag{5}$$

Nothing here required $n$ to fit in the cell; (5) holds also when the periodic copies overlap.

**The bracket.** For each component, either $|s_i|\le L_i/2$ and $|[\mathbf s]_i|=|s_i|$, or $|s_i|>L_i/2$ and $|[\mathbf s]_i|\le L_i/2<|s_i|$. Summing squares, the bracket is zero for $\mathbf s\in C$ and strictly positive for every $\mathbf s$ outside $C$. The comparison component by component uses the orthogonality of the axes.

**Sufficiency.** Let $D_i$ be the width of the support of $n$ along axis $i$, the largest $x_i$ minus the smallest. If $|s_i|>D_i$ for some $i$, the points $\mathbf r$ and $\mathbf r+\mathbf s$ cannot both lie in the support and $A(\mathbf s)=0$. If $D_i\le L_i/2$ for all three axes, $A$ vanishes wherever the bracket does not, and $\Delta E=0$ for a density of any sign:

$$L_i\ge 2D_i\quad(i=1,2,3)\quad\Rightarrow\quad E_{\rm MT}=E .\tag{6}$$

**Necessity for one sign.** Let $n\ge0$ (for $n\le0$, $A$ is the same as for $-n$) and suppose $D_1>L_1/2$. Then there are points $\mathbf r_1,\mathbf r_2$ with $n>0$ and $x_2-x_1>L_1/2$. By continuity there are $\delta>0$ and $c>0$ such that $n\ge c$ within $\delta$ of either point and such that every $\mathbf s$ within $\delta/2$ of $\mathbf s_0=\mathbf r_2-\mathbf r_1$ still has $s_1>L_1/2$. For such $\mathbf s$ and for $\mathbf r$ within $\delta/2$ of $\mathbf r_1$, the point $\mathbf r+\mathbf s$ is within $\delta$ of $\mathbf r_2$, so $A(\mathbf s)\ge c^2\cdot\frac{4\pi}3(\delta/2)^3>0$. The integrand of (5) is positive on a ball and non-negative elsewhere, hence $\Delta E>0$. For a single-signed density (6) is therefore an equivalence, and a cell that is too small overestimates the energy.

**Signed densities.** When electrons and ions are taken together, $A$ has both signs outside $C$ and (5) has no fixed sign: in section 2 the error $q_1q_2[1/(L-d)-1/d]$ is negative for opposite charges. Contributions can cancel for a particular geometry, so only sufficiency holds for a given signed density. The widths $D_i$ must then be those of all the charge that interacts through the kernel, ions included.

**No other kernel does better.** Suppose some $K$ were exact for all densities inside a box of widths $D_i$. The energy is a quadratic form, so $E[n_1+n_2]-E[n_1]-E[n_2]=\iint n_1n_2w$ would be exact as well; taking $n_1,n_2$ to be narrow blobs forces $w(\mathbf s)=1/|\mathbf s|$ for almost all $\mathbf s$ with $|s_i|\le D_i$. If $L_1<2D_1$, the interval $L_1-D_1<s_1<D_1$ is not empty, and for $s_1$ in it both $s_1$ and $s_1-L_1$ lie in $[-D_1,D_1]$. Periodicity asks for the same $w$ at the two separations; the Coulomb law asks for different values unless $s_1=L_1/2$. The requirement $L_i\ge2D_i$ is thus a property of any scheme of the form (2), and the MT kernel attains it.

**The potential.** $V(\mathbf r)=\int n(\mathbf r')/|[\mathbf r-\mathbf r']|$ is exact at $\mathbf r$ if $\mathbf r-\mathbf r'\in C$ for every source point. With the support centred, $|x_i'|\le D_i/2$, this holds for $|x_i|\le(L_i-D_i)/2$. That region contains the support when $L_i\ge2D_i$, and at $L_i=2D_i$ it is just the box around the support. Outside it the potential of a single-signed density is not the isolated one (for a signed density the changes can cancel at particular points), and a vacuum level should not be read from the cell faces.

**Tests on compact spheres.** A spherical charge acts outside itself as a point charge (Gauss's law gives the field $q/r^2$, and the potential vanishing at infinity is $q/r$). Applying this first to one sphere and then to the other, two non-overlapping spheres interact as points at their centres. Take radius $a$ and centres $d$ apart along $x$. The cross pairs have $s_1\in[d-2a,\,d+2a]$ and $|s_2|,|s_3|\le2a$. If $d-2a\ge L_1/2$, $L_1-d\ge2a$ and $L_{2,3}\ge4a$, all cross pairs lie between $L_1/2$ and $L_1$, all are shifted by the same $-L_1$, and the result is the energy of two non-overlapping spheres $L_1-d$ apart, $q_1q_2/(L_1-d)$. The program uses unit charges with $n\propto(1-r^2/a^2)^4$, $a=1$ bohr, $d=7$ bohr, $D_1=9$ bohr, $L_2=L_3=5$ bohr, and the grid kernel derived below.

| $L_1$ (bohr) | cross energy (hartree) | expected |
|---|---|---|
| 9.5 | 0.4000000 | $1/2.5=0.4000000$ |
| 15 | 0.1434877 | above $1/7$ |
| 18 | 0.1428571 | $1/7=0.1428571$ |

At 9.5 bohr the density fits in the cell without overlap and the cross energy is 2.8 times the true one. All three rows are asserted. The second test separates width per axis from diameter: the same spheres at $\mathbf d=(4,4,4)$ bohr have $D_i=6$ bohr and a diameter of 8.928 bohr. A cube with $L=12$ bohr satisfies (6) though it is smaller than twice the diameter, and the cross energy 0.1443376 hartree equals $1/|\mathbf d|$. An elongated molecule laid along the body diagonal needs a smaller cube than one laid along an edge.

## 4. Densities with tails

An electron density has no compact support, so $\Delta E>0$ at every $L$ and (5) says how fast it falls. The solvable case is a unit Gaussian, $n=(2\pi\sigma^2)^{-3/2}e^{-r^2/2\sigma^2}$. Since $r^2+|\mathbf r+\mathbf s|^2=2|\mathbf r+\mathbf s/2|^2+s^2/2$,

$$A(\mathbf s)=(2\pi\sigma^2)^{-3}\,(\pi\sigma^2)^{3/2}\,e^{-s^2/4\sigma^2}=(4\pi\sigma^2)^{-3/2}e^{-s^2/4\sigma^2},$$

$$E=\tfrac12(4\pi\sigma^2)^{-3/2}\,4\pi\int_0^\infty s\,e^{-s^2/4\sigma^2}ds=\tfrac12(4\pi\sigma^2)^{-3/2}\,4\pi\cdot2\sigma^2=\frac1{2\sqrt\pi\,\sigma}.$$

For $\sigma=1$ bohr this is 0.2820947918 hartree.

The error can be reduced to nested one-dimensional integrals with the identity

$$\frac1r=\frac2{\sqrt\pi}\int_0^\infty e^{-u^2r^2}du,\tag{7}$$

which is the Gaussian integral $\int_0^\infty e^{-u^2r^2}du=\sqrt\pi/2r$. Both $A$ and $e^{-u^2|[\mathbf s]|^2}$ factorize over the axes. With $p(x)=(4\pi\sigma^2)^{-1/2}e^{-x^2/4\sigma^2}$, in a cube,

$$\Delta E=\frac1{\sqrt\pi}\int_0^\infty\left[J(u)^3-J_0(u)^3\right]du,\quad J=\int p(x)e^{-u^2[x]^2}dx,\quad J_0=\int p(x)e^{-u^2x^2}dx=(1+4\sigma^2u^2)^{-1/2}.$$

The program evaluates this by quadrature and compares it with the grid MT energy extrapolated to $h\to0$ (section 7 gives the reason for the extrapolation). For $\sigma=1$ bohr, grid against quadrature: $2.8726\times10^{-4}$ against $2.8728\times10^{-4}$ hartree at $L=8$ bohr, and $1.4440\times10^{-5}$ against $1.4443\times10^{-5}$ hartree at $L=10$ bohr, asserted to 0.2% of $\Delta E$.

The scaling follows from the region just beyond a face. Put $b=L/2$, $s_1=b+t$, transverse distance $\varrho$. The image has $|[\mathbf s]_1|=b-t$, and to first order in $t$ the bracket is $2tb/(b^2+\varrho^2)^{3/2}\approx2t/b^2$. Also $p(b+t)=p(b)e^{-\kappa t}e^{-t^2/4\sigma^2}$ with $\kappa=L/4\sigma^2$. Dropping the last factor, using $\int_0^\infty te^{-\kappa t}dt=\kappa^{-2}$ and counting six faces,

$$\Delta E\approx\frac12\cdot6\cdot p(b)\,\frac{8}{L^2}\,\frac{16\sigma^4}{L^2}=\frac{384\,\sigma^4}{L^4}\,\frac{e^{-L^2/16\sigma^2}}{\sqrt{4\pi}\,\sigma}\qquad(L\gg\sigma).$$

The two neglected factors lower this. The factor $e^{-t^2/4\sigma^2}$ gives a relative $-\langle t^2\rangle/4\sigma^2=-6/(4\sigma^2\kappa^2)=-24\sigma^2/L^2$, the mean being taken with weight $te^{-\kappa t}$; the transverse factor gives $-\frac32\langle\varrho^2\rangle/b^2=-\frac32\cdot4\sigma^2\cdot4/L^2=-24\sigma^2/L^2$. At $L=8\sigma$ and $10\sigma$ the sum $48\sigma^2/L^2$ is not small, so the estimate supplies the scaling and not the value: it predicts a ratio $e^{(100-64)/16}(10/8)^4\approx23$ between the two cells, and the computed ratio is $2.8728\times10^{-4}/1.4443\times10^{-5}\approx20$.

The exponential is $e^{-L^2/16\sigma^2}\propto n(L/4)^2$. The pairs that do the damage have one point near $-L/4$ and the other near $+L/4$, which is the edge of a box of width $L/2$. For the Gaussian, condition (6) reads: the density must be negligible at a quarter of the cell from its centre. The error is second order in the density there. An exponential tail $n\sim e^{-2\gamma r}$ obeys the same rule up to powers of $L$, since $n(\mathbf r)n(\mathbf r+\mathbf s)\sim e^{-2\gamma s}$ along the segment joining the two centres of decay, and $e^{-2\gamma L/2}=(e^{-2\gamma L/4})^2$. If a compact core holds most of the charge and the tail is weak, $A$ also contains core–tail pairs. These are first order in the tail density at about $L/2$ from the core, and they can exceed the tail–tail pairs.

The potential behaves as section 3 says. For $\sigma=1$, $L=20$ bohr, the MT potential differs from the exact $\mathrm{erf}(r/\sqrt2\sigma)/r$ by at most $3.7\times10^{-12}$ hartree in the region $|x_i|\le4$ bohr, and by 0.00780 hartree at a face centre (asserted below $10^{-8}$ and above $5\times10^{-3}$). At the face $x=-L/2$ every source point with $x'=t>0$ is wrapped, with a change $2t/b^2$; the average over the half Gaussian is $\sigma\sqrt{2/\pi}/b^2\approx0.008$ hartree to leading order in $\sigma/L$, a power law and not an exponentially small error.

The Martyna–Tuckerman kernel is the minimum-image Coulomb interaction, and it gives the exact isolated Hartree energy when each cell edge is at least twice the width of the density along that axis; for densities with tails, the error is an integral over the separations that fall outside the cell. It remains to construct the kernel in reciprocal space, to find how its errors depend on $\alpha$ and $h$, and to apply the results to Li₂⁺.
